# Vibrational lineshape of a defect transition in the equal-Hessian harmonic model, part 1

(Sections cited here and not found follow in the second part.)

## Result

A defect has electronic states g and e. The assumptions are the Born–Oppenheimer separation, a transition dipole independent of nuclear position (Condon approximation), harmonic energy surfaces with the same Hessian $\Phi$ in both states, and a thermal initial state. The algebra uses atomic units ($\hbar=1$). With $E$ the photon energy and $\varepsilon=E_{\rm ZPL}-E$ the energy left in the lattice, the normalized emission lineshape is

$$A(\varepsilon)=\frac1{2\pi}\int_{-\infty}^{\infty}dt\,e^{i\varepsilon t}G(t),$$

$$\ln G(t)=\int_0^\infty d\omega\,S(\omega)\big[(n+1)e^{-i\omega t}+n\,e^{i\omega t}-(2n+1)\big],\tag{1}$$

where $n=1/(e^{\omega/kT}-1)$ and $S(\omega)=\sum_kS_k\delta(\omega-\omega_k)$ is the Huang–Rhys spectral density, with total $S=\sum_kS_k$. The partial factors are

$$S_k=\tfrac12\omega_kq_k^2=\frac{f_k^2}{2\omega_k^3},\qquad q_k=\sum_a\sqrt{m_a}\,\Delta R_a\,e_{ka},\qquad f_k=\sum_a\frac{F_a\,e_{ka}}{\sqrt{m_a}}.\tag{2}$$

The index $a$ runs over atoms and Cartesian directions, $\omega_k$ and $e_k$ are the normal modes, $\Delta R$ is the shift of the minimum from g to e, and $F$ is the force in state e at the minimum of g.

At $T=0$ the zero-phonon line carries the weight $e^{-S}$ of $A$. At $T>0$ the weight is $W=\exp[-\sum_kS_k(2n_k+1)]$, multiplied by a Bessel factor for each mode that stays sharp, provided the sharp frequencies are incommensurate and degenerate modes are merged by adding their $S_k$. The fraction of emitted photons in the line is in general not equal to its weight in $A$, because the rate goes as $E^3A$. The two forms of $S_k$ agree for equal Hessians; with unequal Hessians and the modes of g they differ in general.

## Lineshape as a trace

The golden rule gives the emission rate as a squared coupling times a density of final states. The squared electric field of a single photon mode is proportional to $E$ and the number of photon modes per energy to $E^2$. With a constant dipole the rate per photon energy is therefore proportional to $E^3A$, where

$$A=\sum_{n,m}p_n\,|\langle gm|en\rangle|^2\,\delta(E-E_{en}+E_{gm}).$$

Here $|en\rangle$ and $|gm\rangle$ are vibrational eigenstates of the nuclear Hamiltonians $H_e$ and $H_g$, and $p_n$ are Boltzmann populations. The delta function is even, so it may be written $\frac1{2\pi}\int dt\,e^{-iEt}e^{i(E_{en}-E_{gm})t}$. Each phase is the eigenvalue of an evolution operator, and the sum over $m$ is a resolution of the identity:

$$\sum_{n,m}p_n\langle en|e^{iH_et}|gm\rangle\langle gm|e^{-iH_gt}|en\rangle={\rm Tr}\big[\rho_e\,e^{iH_et}e^{-iH_gt}\big].$$

Writing $e^{-iEt}=e^{i\varepsilon t}e^{-iE_{\rm ZPL}t}$ gives the first line of (1) with

$$G(t)=e^{-iE_{\rm ZPL}t}\,{\rm Tr}\big[\rho_e\,e^{iH_et}e^{-iH_gt}\big].\tag{3}$$

Since $G(0)=1$, $A$ has unit area.

## Partial factors from displacements and from forces

Let $u_a$ be displacements from the minimum of g. Equal Hessians mean that the two surfaces differ by a constant and a linear term:

$$V_g=\tfrac12u^T\Phi u,\qquad V_e=V_g+E_{\rm vert}-F\cdot u .$$

The gradient of $V_e$ vanishes at $\Delta R$, so $\Phi\,\Delta R=F$. The force in g at the minimum of e is $-\Phi\Delta R=-F$. Ground-state forces at the excited geometry therefore give the same $S_k$, the sign being lost in the square.

The matrix $\Phi_{ab}/\sqrt{m_am_b}$ is real and symmetric, with orthonormal eigenvectors $e_k$ and eigenvalues $\omega_k^2$. The coordinates $x_k=\sum_a\sqrt{m_a}u_ae_{ka}$ have unit mass, and the inverse is $u_a=\sum_kx_ke_{ka}/\sqrt{m_a}$. Substitution gives $V_g=\frac12\sum_k\omega_k^2x_k^2$ and $F\cdot u=\sum_kf_kx_k$ with $f_k$ as in (2). Completing the square in each mode,

$$V_e=E_{\rm vert}-\sum_k\frac{f_k^2}{2\omega_k^2}+\sum_k\tfrac12\omega_k^2\Big(x_k-\frac{f_k}{\omega_k^2}\Big)^2 .$$

The minimum lies at $x_k=f_k/\omega_k^2$, and by definition of $x_k$ it is also the projection $q_k$ of $\Delta R$. Hence $q_k=f_k/\omega_k^2$, and $\frac12\omega_kq_k^2=f_k^2/2\omega_k^3$. The zero-point energies of g and e are equal, so $E_{\rm ZPL}$ is the difference of the two minima and

$$E_{\rm rel}\equiv E_{\rm vert}-E_{\rm ZPL}=\sum_k\tfrac12\omega_k^2q_k^2=\sum_kS_k\omega_k=\tfrac12F\cdot\Delta R.\tag{4}$$

The last form uses $F\cdot\Delta R=\sum_kf_kq_k=\sum_k\omega_k^2q_k^2$.

In a periodic cell the three translations have $\omega=0$ and $e_{ka}\propto\sqrt{m_a}$, so $f_k\propto\sum F$, which vanishes for internal forces. These modes are dropped, and $\Delta R$ is taken with the centre of mass fixed. Degenerate eigenvectors are fixed only up to a rotation, so only the sum of $S_k$ over a degenerate set is meaningful.

In eV, Å and u, define $\eta=\hbar^2/({\rm u\,Å^2})=4.180159\times10^{-3}$ eV and let $\lambda_k$ be the eigenvalue in eV Å⁻² u⁻¹. Restoring $\hbar$, $S_k=\omega_kq_k^2/2\hbar=(\hbar\omega_k)q_k^2/2\hbar^2$, so

$$\hbar\omega_k=\sqrt{\eta\lambda_k},\qquad S_k=\frac{\hbar\omega_k\,q_k^2}{2\eta}=\frac{\eta f_k^2}{2(\hbar\omega_k)^3}.$$

## Evaluation of the generating function

One operator identity is used repeatedly. Let $[X,Y]=c$ be a number. The derivative of $e^{sX}Ye^{-sX}$ with respect to $s$ is $e^{sX}[X,Y]e^{-sX}=c$, so

$$e^{sX}Ye^{-sX}=Y+sc.\tag{5}$$

For $h(s)=e^{sX}e^{sY}$ one has $h'=Xh+e^{sX}Ye^{-sX}h=(X+Y+sc)h$. The operator in brackets commutes with itself at different $s$, so $h=e^{s(X+Y)+s^2c/2}$, and at $s=1$

$$e^Xe^Y=e^{X+Y}e^{[X,Y]/2}.\tag{6}$$

Take one mode, with $x=(a+a^\dagger)/\sqrt{2\omega}$ and $D(\alpha)=\exp(\alpha a^\dagger-\alpha^*a)$, so that $D^\dagger(\alpha)=D(-\alpha)$. Since $[\alpha a^\dagger-\alpha^*a,\,a]=-\alpha$, (5) gives $DaD^\dagger=a-\alpha$. For real $\alpha$ the momentum, proportional to $a-a^\dagger$, is unchanged, and $DxD^\dagger=x-\alpha\sqrt{2/\omega}$. The choice $\alpha_k=q_k\sqrt{\omega_k/2}$, for which $\alpha_k^2=S_k$, shifts each mode by $q_k$. With $D=\prod_kD(\alpha_k)$,

$$H_e=DH_gD^\dagger+E_{\rm ZPL},\qquad\rho_e=D\rho_gD^\dagger .$$

Then $\rho_ee^{iH_et}=D\rho_ge^{iH_gt}D^\dagger e^{iE_{\rm ZPL}t}$. The phase cancels in (3), and moving the leading $D$ cyclically to the end gives

$$G(t)={\rm Tr}\big[\rho_g\,e^{iH_gt}D^\dagger e^{-iH_gt}\,D\big]=\langle D^\dagger(t)\,D\rangle .$$

Both $\rho_g$ and $D$ are products over modes, so $G=\prod_kG_k$. The operator $a^\dagger$ raises the energy by $\omega$, so $e^{iH_gt}a^\dagger e^{-iH_gt}=a^\dagger e^{i\omega t}$ and $D^\dagger(t)=D(\beta)$ with $\beta=-\alpha e^{i\omega t}$.

To combine the two operators, $[a,a^\dagger]=1$ gives $[\beta a^\dagger-\beta^*a,\;\alpha a^\dagger-\alpha^*a]=\beta\alpha^*-\beta^*\alpha$, and (6) yields

$$D(\beta)D(\alpha)=D(\gamma)\,e^{(\beta\alpha^*-\beta^*\alpha)/2},\qquad\gamma=\alpha+\beta=\alpha(1-e^{i\omega t}).$$

The exponent is $\frac12\alpha^2(-e^{i\omega t}+e^{-i\omega t})=-iS_k\sin\omega t$, and $|\gamma|^2=2S_k(1-\cos\omega t)$.

For the thermal average, take $X=\gamma a^\dagger$ and $Y=-\gamma^*a$, with $[X,Y]=|\gamma|^2$. Then (6) gives $D(\gamma)=e^{-|\gamma|^2/2}e^{\gamma a^\dagger}e^{-\gamma^*a}$. The state is diagonal in the number basis, so only equal powers of $a^\dagger$ and $a$ survive. With populations $(1-r)r^m$, $r=e^{-\omega/kT}$, and $\langle m|a^{\dagger j}a^j|m\rangle=m!/(m-j)!$,

$$\langle a^{\dagger j}a^j\rangle=(1-r)\,r^j\frac{d^j}{dr^j}\sum_mr^m=(1-r)\,r^j\frac{j!}{(1-r)^{j+1}}=j!\,n^j,$$

because $n=r/(1-r)$. Therefore

$$\langle D(\gamma)\rangle=e^{-|\gamma|^2/2}\sum_j\frac{(-|\gamma|^2)^j}{(j!)^2}\,j!\,n^j=e^{-|\gamma|^2(n+1/2)} .$$

Collecting the two factors,

$$\ln G_k=-S_k(2n_k+1)(1-\cos\omega_kt)-iS_k\sin\omega_kt .$$

Since $(n+1)e^{-i\theta}+ne^{i\theta}=(2n+1)\cos\theta-i\sin\theta$, the sum over $k$ is the second line of (1). The modes enter only through $S(\omega)$.

For absorption $\rho_g$ replaces $\rho_e$ in (3), which gives ${\rm Tr}[\rho_gDe^{iH_gt}D^\dagger e^{-iH_gt}]=\langle D\,D^\dagger(t)\rangle$. The reversed order flips the sign of the commutator and leaves $\gamma$ alone, so $G_{\rm abs}=G^*$ and $A_{\rm abs}(\varepsilon)=A(-\varepsilon)$: the two lineshapes are mirror images about $E_{\rm ZPL}$.

## Zero-phonon line and sideband

At $T=0$, $G=e^{-S}\exp[\int d\omega\,S(\omega)e^{-i\omega t}]$. A $j$-fold product of Fourier transforms is the transform of a $j$-fold convolution $S^{*j}$, so expanding the exponential gives

$$A(\varepsilon)=e^{-S}\Big[\delta(\varepsilon)+\sum_{j\ge1}\frac{S^{*j}(\varepsilon)}{j!}\Big].\tag{7}$$

All $\omega_k>0$, so every term with $j\ge1$ lies at $\varepsilon>0$ and the zero-phonon weight is exactly $e^{-S}$. One mode gives Poisson weights $e^{-S}S^m/m!$ at $\varepsilon=m\omega$. The number $j$ of emitted phonons is Poisson distributed with mean $S$, since $S^{*j}$ has area $S^j$. For $S\ll1$ the sideband is a copy of $S(\omega)$ to first order in $S$.

At $T>0$ the same expansion holds with $e^{-S}$ replaced by $W=e^{-S_0}$, $S_0=\sum_kS_k(2n_k+1)$, and $S(\varepsilon)$ replaced by a density on both sides of zero:

$$P(\varepsilon)=\sum_kS_k\big[(n_k+1)\delta(\varepsilon-\omega_k)+n_k\delta(\varepsilon+\omega_k)\big].$$

Emission and absorption of quanta can now cancel. For one mode put $B_+=S_k(n+1)$, $B_-=S_kn$, $\theta=\omega t$, and collect in $e^{B_+e^{-i\theta}}e^{B_-e^{i\theta}}$ the terms with $l+p$ emissions and $l$ absorptions, $p\ge0$:

$$\sum_l\frac{B_+^{l+p}B_-^{\,l}}{l!\,(l+p)!}=\Big(\frac{B_+}{B_-}\Big)^{p/2}\sum_l\frac{(\sqrt{B_+B_-})^{2l+p}}{l!\,(l+p)!}=\Big(\frac{B_+}{B_-}\Big)^{p/2}I_p\big(2\sqrt{B_+B_-}\big).$$

The last step is the series definition of the modified Bessel function. Exchanging $B_+$ and $B_-$ covers $p<0$. The line at $\varepsilon=p\omega_k$ has weight

$$w_p=e^{-S_k(2n+1)}\Big(\frac{n+1}{n}\Big)^{p/2}I_{|p|}\big(2S_k\sqrt{n(n+1)}\big).\tag{8}$$

For several modes each set of integers $p_k$ contributes the product of these weights at $\varepsilon=\sum_kp_k\omega_k$, and sets that reach the same energy add. If the frequencies are incommensurate, with degenerate modes merged by adding their $S_k$, only $p_k=0$ reaches $\varepsilon=0$ and the zero-phonon weight is $W\prod_kI_0$. Since $(n+1)/n=e^{\omega/kT}$, $w_{-p}/w_p=e^{-p\omega/kT}$, and the product over modes gives detailed balance, $A(-\varepsilon)=e^{-\varepsilon/kT}A(\varepsilon)$.

For extended modes in a cell of $N$ atoms $S_k\sim1/N$. With $\ln I_0(y)\approx y^2/4$ the sum $\sum_k\ln I_0\approx\sum_kS_k^2n_k(n_k+1)$ has of order $N$ terms of size $N^{-2}$ at fixed frequency. In three dimensions the acoustic end, treated below, has $S_kn_k\propto1/(N\omega^2)$ and $N\omega^2d\omega$ modes, so it contributes $\sim N^{-1}\int d\omega/\omega^2\sim L/L^3$ for a cell of side $L$. Both vanish, and the extended modes leave the weight $W$. For a local mode $S_k$ tends to a constant as $N$ grows, and within the harmonic model the mode keeps its $I_0$ factor. When $S_0$ stays finite as $N\to\infty$, as in three dimensions, the line itself has zero width in this model; any width comes from physics outside it, such as unequal Hessians, anharmonicity, lifetime or disorder.

The numerical check diagonalizes $H_g$ and $H_e$ for two coupled unequal masses in a Cartesian product basis and tests $G(t)$, $G^*$ for absorption, the weights (8) and detailed balance. With $\omega=0.9782,\,1.4294$, $S_k=0.4270,\,0.4521$ and $kT=0.6$, the zero-phonon weight is $0.33225$. The value $W=0.30754$ is 7% below it and $e^{-S}=0.41514$ is 25% above it.

This part has derived the emission lineshape from the generating function, with partial Huang–Rhys factors from displacements or forces, and found the zero-phonon weight and sideband at zero and finite temperature. What remains is the moments and photon fraction, numerical evaluation, cell-size effects, unequal curvatures and a worked example.

Numerical values quoted here were computed with a short program.
